# The Kirk Effect: Onset Current and Current-Induced Base Width

Consider an npn transistor with a base 0.10 µm wide and a lightly doped collector 2.00 µm wide, holding $5.00\times10^{15}$ donors per cm³ and supporting 10.0 V. At a current density of 8.01 kA/cm² the electrons crossing the collector are as dense as the donors. Nothing drastic happens there. At 13.3 kA/cm², however, the field that the donors and drifting electrons leave at the base-collector junction has fallen to zero, and at 20.0 kA/cm² about 0.67 µm of the collector behaves as additional base. Why is the threshold at 13.3 and not at 8.01, and what fixes the 0.67 µm?

These figures come from a model with round parameters: relative permittivity 12, saturated electron velocity $v_s=10^7$ cm/s and temperature 300 K.

## Conventions

The metallurgical junction is at $x=0$ and the heavily doped subcollector begins at $x=W_c$. Everything depends on $x$ alone. Electrons travel toward $+x$, so the conventional current points toward $-x$; $J>0$ denotes its magnitude. With $\psi$ the electrostatic potential, define

$$F=\frac{d\psi}{dx}=-E_x .$$

The force on an electron is $-qE_x=qF$, so positive $F$ drives electrons to the subcollector and holes back to the base.

The total drop across the collector is $V=\int_0^{W_c}F\,dx$. It is the reverse bias plus the built-in potential, less ohmic drops elsewhere and the small drop inside the subcollector. If the outside drops depend on current, $V$ must be evaluated at the current considered.

Poisson's equation is $d^2\psi/dx^2=-\rho/\varepsilon$. With donor density $N_c$, electron density $n$ and hole density $p$, the charge density is $\rho=q(N_c+p-n)$. Therefore

$$\frac{dF}{dx}=\frac{q}{\varepsilon}(n-p-N_c). \tag{1}$$

Avalanche multiplication and recombination are neglected, and the doping is uniform.

## Stage 1: a collector without donors

Set $N_c=0$ and suppose that no holes are present. In a strong field the electrons move at $v_s$, whatever the precise field. In steady state their flux is the same at every $x$, so

$$\frac{J}{q}=n v_s\quad\Rightarrow\quad n=\frac{J}{qv_s}. \tag{2}$$

The current fixes a uniform electron density. Equation (1) becomes $dF/dx=J/(\varepsilon v_s)$, and two integrations give

$$F(x)=F(0)+\frac{Jx}{\varepsilon v_s},\qquad
V=F(0)W_c+\frac{JW_c^2}{2\varepsilon v_s}.$$

At fixed $V$, more current means more negative charge in the layer. That charge raises the field at the far end, and since the area under $F(x)$ is fixed, the field at the junction must fall. It reaches zero at

$$J_0=\frac{2\varepsilon v_sV}{W_c^2}. \tag{3}$$

In the example the corresponding electron density is $2\varepsilon V/(qW_c^2)=3.32\times10^{15}$ cm⁻³, and multiplication by $qv_s$ gives $J_0=5.31$ kA/cm².

**Limit.** As $V\to0$, equation (3) gives $J_0\to0$, but the derivation fails before that. The field is triangular at the threshold and its maximum is $2V/W_c$. With low-field mobility $\mu$, saturation requires fields well above $F_c=v_s/\mu$. The result therefore needs $2V/W_c\gg F_c$. Even then, a thin layer near $x=0$ violates the assumption; its effect is computed in Stage 5.

## Stage 2: donors postpone the onset

Now restore $N_c$. Equation (2) is unchanged because it is a statement about flux. Equation (1), still without holes, gives a constant slope

$$s\equiv\frac{dF}{dx}=\frac{1}{\varepsilon}\left(\frac{J}{v_s}-qN_c\right). \tag{4}$$

Integrating as before,

$$V=F(0)W_c+\frac{sW_c^2}{2}
\quad\Rightarrow\quad
F(0)=\frac{V}{W_c}-\frac{W_c}{2\varepsilon}\left(\frac{J}{v_s}-qN_c\right). \tag{5}$$

The slope changes sign at $J=qv_sN_c$. There the electrons and donors cancel, and the field is uniform at $V/W_c=5.00\times10^4$ V/cm. This field still holds the holes in the base, which is why the current of 8.01 kA/cm² is not the threshold. Net negative charge must first build up until $F(0)=0$. Setting (5) to zero and multiplying by $2\varepsilon/W_c$,

$$\frac{J_K}{v_s}-qN_c=\frac{2\varepsilon V}{W_c^2}, \tag{6}$$

and hence

$$\boxed{J_K=qv_s\left(N_c+\frac{2\varepsilon V}{qW_c^2}\right)} . \tag{7}$$

The first term pays for neutralizing the donors. The second supplies the extra electrons whose charge supports the whole voltage with no field left at the junction. Numerically,

$$J_K=8.01+5.31=13.32\ \text{kA/cm}^2 .$$

The field profile shows the change:

- At $0.5J_K$, the slope is $-1.27\times10^8$ V/cm². The field falls from $6.27\times10^4$ V/cm at the junction to $3.73\times10^4$ V/cm at the subcollector.
- At $0.8J_K$, the slope is $+2.49\times10^8$ V/cm². The field rises from $2.51\times10^4$ to $7.49\times10^4$ V/cm.
- At $J_K$, it rises from zero to $2V/W_c=1.00\times10^5$ V/cm.

**Two limits.** For $N_c\to0$, (7) returns (3). For a long collector at fixed mean field $V/W_c$, the second term is proportional to $(V/W_c)/W_c$ and vanishes, so $J_K\to qv_sN_c$. A small net charge density is then enough to tilt the field, because it acts over a long distance. This limit needs the mean field itself to saturate the velocity, $V/W_c\gg F_c$. With the velocity law (12) introduced below, the onset of a long collector tends to $qN_c\,v(V/W_c)$, which is $0.98\,qv_sN_c$ for $\mu=10^3$ cm²/(V s) and a mean field of $5\times10^4$ V/cm.

**Low-current boundary.** Equation (5) assumes that the whole collector is depleted, so $F(W_c)$ must not be negative. From $F(W_c)=V/W_c+sW_c/2\ge0$,

$$J\ge qv_s\left(N_c-\frac{2\varepsilon V}{qW_c^2}\right).$$

In the example the right side is $8.01-5.31=2.70$ kA/cm². At lower currents part of the collector near the subcollector is neutral and (5) does not apply. The onset is unaffected, since $J_K$ lies above this boundary. If the right side is negative, the collector is depleted at every current up to $J_K$.

## Stage 3: the induced base

If (5) were continued beyond $J_K$, subtracting its value at $J_K$ would give

$$F(0)=-\frac{W_c}{2\varepsilon v_s}(J-J_K)<0 .$$

A negative $F$ pushes holes from the base into the collector, so the assumption $p=0$ cannot survive. The holes respond until their net current is negligible. Their flux toward $+x$ has a drift part $-\mu_ppF$ and a diffusion part $-D_p\,dp/dx$. With $D_p=\mu_pV_T$ and $V_T=kT/q=25.85$ mV, zero flux gives

$$\frac{dp}{dx}=-\frac{pF}{V_T}\quad\Rightarrow\quad p\propto e^{-\psi/V_T}. \tag{8}$$

Holes can therefore fill the part of the collector whose potential is within a few $V_T$ of the base. There they neutralize the excess electrons: $p\simeq n-N_c$. Where the potential has risen by many $V_T$ they are absent.

How sharp is the boundary? For an estimate, take the electron density near it as $J/(qv_s)$ on both sides, although electrons in the weak field of the neutral side are slower and hence denser. Define the excess $N_x=J/(qv_s)-N_c$. On the neutral side $p=N_x$; choose $\psi=0$ there. Equations (1) and (8) give

$$\frac{d^2\psi}{dx^2}=\frac{qN_x}{\varepsilon}\left(1-e^{-\psi/V_T}\right)\simeq\frac{\psi}{L^2},
\qquad L^2=\frac{\varepsilon V_T}{qN_x},$$

where the last form holds for $\psi\ll V_T$. At $1.5J_K$ the electron density is $1.5\times8.316\times10^{15}=1.247\times10^{16}$ cm⁻³, so $N_x=7.47\times10^{15}$ cm⁻³ and $L\simeq0.05$ µm. This is small beside the micrometre scale of the collector. To leading order we may use a sharp boundary at $x=W_{CIB}$, with no holes to its right and negligible field to its left, apart from a thin layer at the metallurgical junction where the hole density falls from its value in the heavily doped base.

The drift layer now has width $W_c-W_{CIB}$. Its field starts from zero and has the slope $s$ of (4). If the drop in the induced base is neglected,

$$V=\frac{1}{2\varepsilon}\left(\frac{J}{v_s}-qN_c\right)(W_c-W_{CIB})^2. \tag{9}$$

Equation (6) expresses the same voltage at onset:

$$V=\frac{1}{2\varepsilon}\left(\frac{J_K}{v_s}-qN_c\right)W_c^2 .$$

Equate the two and multiply by $2\varepsilon v_s$:

$$(J-qv_sN_c)(W_c-W_{CIB})^2=(J_K-qv_sN_c)W_c^2 .$$

The remaining drift width is positive, so the positive root is taken:

$$\boxed{W_{CIB}=W_c\left[1-\sqrt{\frac{J_K-qv_sN_c}{J-qv_sN_c}}\right]},\qquad J\ge J_K. \tag{10}$$

At $1.5J_K=19.99$ kA/cm²,

$$W_{CIB}=2.00\left[1-\sqrt{\frac{5.31}{19.99-8.01}}\right]\text{µm}=0.67\ \text{µm}.$$

**Near onset.** Put $a=J_K-qv_sN_c$ and $\delta=J-J_K$. The square root is $(1+\delta/a)^{-1/2}\simeq1-\delta/(2a)$, so

$$W_{CIB}\simeq\frac{W_c}{2a}(J-J_K),\qquad \delta\ll a .$$

The width starts at zero with a finite slope, here $2.00/(2\times5.31)=0.19$ µm per kA/cm². At $1.2J_K$ this linear form gives 0.50 µm against 0.37 µm from (10), so the curvature already matters.

**High current.** The drift width shrinks as $J^{-1/2}$ and $W_{CIB}$ approaches $W_c$. The field at the subcollector is

$$F(W_c)=\frac{2V}{W_c-W_{CIB}},$$

because a triangular profile has area $V$. It is $1.50\times10^5$ V/cm at $1.5J_K$, compared with $1.00\times10^5$ V/cm at onset. The neglect of avalanche therefore becomes harder to justify as the induced base grows.

**Undoped case.** With $N_c=0$, (10) reduces to $W_c(1-\sqrt{J_K/J})$. At twice its own onset current, such a collector has an induced base of $0.29W_c$. The doped example has $0.93/2.00=0.47W_c$. Doping delays the onset, but a given fractional increase beyond it produces a larger relative increase in net charge.

## Stage 4: why the neutral region acts as base

Within the induced region the electron flux contains drift and diffusion:

$$\frac{J}{q}=\mu nF-D\frac{dn}{dx},\qquad D=\mu V_T .$$

This uses the low-field mobility, because the field there is small. From (8), $F=-(V_T/p)\,dp/dx$. Neutrality, $n=p+N_c$, gives $dp/dx=dn/dx$. Substitution yields

$$\frac{J}{q}=-D\frac{n}{p}\frac{dn}{dx}-D\frac{dn}{dx}
\quad\Rightarrow\quad
J=-qD\left(1+\frac np\right)\frac{dn}{dx}. \tag{11}$$

The fraction carried by drift is $n/(n+p)$ and the fraction carried by diffusion is $p/(n+p)$. For $p\gg N_c$ the two are nearly equal and $dn/dx\simeq-J/(2qD)$. This is transport through a base at high injection: holes set up a weak field that assists the electrons. In the opposite limit, $p\ll N_c$, drift dominates and the region is an ohmic n-type conductor.

To examine this region without imposing a boundary, I solved Poisson's equation and the electron drift-diffusion equation by a finite-volume Newton method. Holes obeyed (8), the base was doped $10^{18}$ cm⁻³, and the subcollector was idealized as a plane that removes electrons. The velocity law was

$$v(F)=\frac{\mu F}{\sqrt{1+(F/F_c)^2}}, \tag{12}$$

with diffusion coefficient $V_T\,v(F)/F$.

For $\mu=10^3$ cm²/(V s) and $J=1.5J_K$, the solution at $x=0.395$ µm has $n=9.77\times10^{16}$ and $p=9.25\times10^{16}$ cm⁻³. The net charge $|n-p-N_c|$ is 0.1% of $n$. Drift carries 51% of the current and diffusion 49%. Equation (11) gives $dn/dx=-2.35\times10^{21}$ cm⁻⁴, in agreement with the numerical gradient to the digits shown.

## Stage 5: the price of assuming saturation

At onset, electrons near $x=0$ are in a weak field and move more slowly than $v_s$. Using (12), flux conservation gives $n=J/[qv(F)]$, and (1) becomes

$$\frac{dF}{dx}=\frac1\varepsilon\left(\frac{J}{v(F)}-qN_c\right).$$

With $F(0)=0$ and $F(W_c)=F_m$, change the integration variable from $x$ to $F$:

$$W_c=\int_0^{F_m}\frac{\varepsilon\,dF}{J/v(F)-qN_c},\qquad
V=\int_0^{F_m}\frac{\varepsilon F\,dF}{J/v(F)-qN_c}.$$

For a trial $J$, the first integral fixes $F_m$ and the second gives $V$. Numerical quadrature and root finding then determine the $J$ for which $V=10.0$ V:

| $\mu$ in cm²/(V s) | $F_c$ in V/cm | onset$/J_K$ |
|---|---|---|
| $10^3$ | $10^4$ | 0.882 |
| $10^4$ | $10^3$ | 0.987 |
| $10^5$ | $10^2$ | 0.999 |

The sign of the correction follows from the equation. Since $v(F)<v_s$, the slope at a given $J$ exceeds $s$ at every point. Starting from zero, the field therefore lies above $sx$, and the layer needs more than $sW_c^2/2$ volts. At $J_K$ it would need more than the available $V$. Lowering $J$ lowers the slope at every $F$, so in this model the onset lies below $J_K$. The sign rests on $v(F)<v_s$ and on one-dimensional flow; velocity overshoot or lateral spreading of the current, both left out here, would act in the opposite direction.

The size is also reasonable. In the triangular profile, the fraction of the collector with $F<F_c$ is $F_c/(2V/W_c)$, which is 0.1, 0.01 and 0.001 in the three rows. The relative shifts, 12%, 1.3% and 0.1%, follow this scale. Only the first row is near silicon, whose electron mobility at this doping is of order $10^3$ cm²/(V s); there the zero-field onset is about 11.7 kA/cm². The other two rows serve only to approach the saturated limit.

The same argument applies above onset: slow electrons shorten the drift layer that supports $V$, and hence widen the induced base. In the full numerical solution I placed its edge where $p=N_x/2$. The widths, in µm, are:

| $J/J_K$ | equation (10) | $\mu=10^4$ | $\mu=10^3$ |
|---|---|---|---|
| 1.2 | 0.37 | 0.40 | 0.55 |
| 1.5 | 0.67 | 0.69 | 0.79 |
| 2.0 | 0.93 | 0.95 | 1.01 |

Here $J_K$ is the value from (7) in every column. At the lower mobility, (10) is least accurate near onset, among the rows shown. Integrating the equation for $dF/dx$ above from zero field until the drop reaches $V$ gives widths of 0.53, 0.77 and 0.99 µm at $\mu=10^3$, so slow electrons account for most of the difference. Simply inserting the shifted onset $0.882J_K$ into (10) overshoots, giving 0.63 µm at $1.2J_K$.

The voltage neglected in (9) also widens the induced base. In the full solution $V$ is applied from the far side of the metallurgical base. At $1.5J_K$ the drop from there up to the induced edge is about 0.15 V, or 1.5% of $V$; most of it lies on the collector side of the junction. Since the drift width scales as $\sqrt V$, this shortens the 1.33 µm layer by about 0.01 µm. That is small beside the 0.12 µm difference from (10) at $\mu=10^3$ cm²/(V s), but it is a large part of the 0.025 µm difference at $\mu=10^4$ cm²/(V s).

The full solution also shows that the onset is gradual. With $\mu=10^4$ cm²/(V s), the same half-density criterion places the edge at 0.04 µm at $0.7J_K$ and 0.05 µm at $0.8J_K$, where the drift field at the junction is still positive. This is the hole tail of the junction, reaching further as the field weakens: at $0.5J_K$ the same hole densities are found only 0.02 to 0.03 µm from the junction. The edge then moves smoothly to 0.07 µm at $0.9J_K$, 0.13 µm at $J_K$, where (10) gives zero, and 0.26 µm at $1.1J_K$. Equation (7) marks the vanishing of the junction field in the hole-free saturated-drift model, rather than a discontinuity in the device. In the full solution at $J_K$ with $\mu=10^4$ cm²/(V s), holes spilling from the base keep the field at $x=0$ near $5\times10^4$ V/cm; it falls to about $6\times10^3$ V/cm at 0.1 µm before rising again.

Finally, when $V/W_c\ll F_c$ and $N_c\gg2\varepsilon V/(qW_c^2)$, the mechanism is different. A neutral collector with $n=N_c$ then obeys Ohm's law and uses up the entire drop $V$ at $J=q\mu N_cV/W_c$, which is far below $qv_sN_c$. This is ohmic quasi-saturation, and (7) must not be used to predict its onset.
